Capacitance of a Round Wire above a Ground Plane, part 2

A perfectly conducting, straight, round, infinitely long wire of radius a has its axis at height h > a above a flat, unlimited, perfectly conducting ground at zero potential. A uniform linear dielectric of permittivity ε = ε_r ε₀ fills the space above the ground outside the wire. The fields are static, with none applied from outside. The coordinate y points upward from the ground, x runs along the ground across the wire, and the angle θ is measured from the top of the wire. The wire carries the charge λ per length at the potential V, and its capacitance per length is C′ = λ / V.

By Stage 3, the field outside the wire is that of a line charge λ at height d and an image line charge −λ at depth d, with

d = √(h² − a²), (h − d)(h + d) = a².

The potential is φ = (λ/4πε) ln(N₊/N₋), where N± = x² + (y ± d)². On the surface of the wire N± = 2(h ± d)(h + a cos θ). The result is

C′ = 2πε / acosh(h/a).

Stage 2 put the line charges at ±h instead. For a thin wire this gives

V ≈ (λ/4πε) ln(4h²/a²) = (λ/2πε) ln(2h/a),

but the surface potential is then uneven, from (λ/2πε) ln[(2h − a)/a] at the bottom to (λ/2πε) ln[(2h + a)/a] at the top.

The example has a = 50 nm, h = 150 nm, ε_r = 2.5, ε = 22.135 pF/m and V = 0.8 V, which gives d = 141.42 nm, acosh(h/a) = 1.7627, C′ = 78.90 pF/m and λ = 63.12 pC/m. A line 100 µm long has 7.89 fF. The plate estimate, which treats the wire as a flat plate 100 nm wide with 100 nm clearance, gives only 22.1 pF/m.

### Stage 7: where the charge sits on the wire

Inside the conductor the field is zero. Gauss's law for a flat box across the surface then gives the charge per area as σ = ε E_n, where E_n is the field component along the outward normal.

To find it, let the distance from the axis of the wire be r, so that x = r sin θ and y = h + r cos θ. As in Stage 3,

N± = r² + (h ± d)² + 2r(h ± d) cos θ,

∂N±/∂r = 2r + 2(h ± d) cos θ.

Set r = a and divide by the surface value of N±:

(1/N±) ∂N±/∂r = [a + (h ± d) cos θ] / [(h ± d)(h + a cos θ)] = [a/(h ± d) + cos θ] / (h + a cos θ).

The potential contains the difference ln N₊ − ln N₋. In this difference the two cosines in the numerators cancel, and what is left is

a/(h + d) − a/(h − d) = −2ad/(h² − d²) = −2d/a.

The last step uses h² − d² = a². The normal field is E_n = −∂φ/∂r, so the two minus signs combine to a plus:

E_n = (λ/4πε) × (2d/a) / (h + a cos θ).

The charge per area on the wire is therefore

σ(θ) = λ d / [2πa (h + a cos θ)].

It has the sign of λ everywhere. It is largest at the bottom, where cos θ = −1, and smallest at the top. The ratio of the two is (h + a)/(h − a), which is 2 in the example. For h ≫ a the density tends to the uniform value λ/(2πa), as expected for a thin wire far from the ground.

To see how much charge the upper half holds, the density must be integrated. Use t = tan(θ/2), for which cos θ = (1 − t²)/(1 + t²) and dθ = 2 dt/(1 + t²). Then

dθ/(h + a cos θ) = 2 dt / [(h + a) + (h − a)t²],

and since (h + a)(h − a) = d², the integral from the top to the angle θ is

(2/d) atan[t √((h − a)/(h + a))].

At the bottom t is infinite and the integral is π/d. Both sides of the wire together give 2π/d, and the total charge per length is λd/(2π) × 2π/d = λ, as it must be. The upper half ends at θ = π/2, where t = 1. Its share of the charge, again with both sides included, is

(2/π) atan √((h − a)/(h + a)).

For the example the square root is √(100/200) = 0.7071 and the share is 0.392. This explains a good part of the failure of the plate estimate. That estimate assigns the wire a charge of 22.1 pF/m × 0.8 V = 17.7 pC/m. The upper half of the wire, which faces away from the ground, alone holds 0.392 × 63.12 pC/m = 24.7 pC/m.

The share tends to one half for a distant wire and to zero when the wire nearly touches the ground. In the second case the charge gathers around the narrow gap.

### Stage 8: the charge on the ground and the largest field

On the ground the outward normal points up. At y = 0 both squared distances equal x² + d², and their derivatives with respect to y are 2d for N₊ and −2d for N₋. Hence

E_y = −∂φ/∂y = −(λ/4πε) × 4d/(x² + d²),

σ_g(x) = ε E_y = −λ d / [π(x² + d²)].

The integral of d/(x² + d²) over all x is π, so the ground carries −λ per length in total. Half of this charge lies within |x| < d, because the integral from −d to d is π/2. The distance d thus sets the width of the strip of ground that takes part. It is close to h for a distant wire and much smaller than h when the gap is small.

The field strengths follow by dividing the densities by ε. A convenient combination is

λ/(2πε) = 63.12 pC/m / (2π × 22.135 pF/m) = 0.4538 V.

At the bottom of the wire the field is

0.4538 V × 141.42 nm / (50 nm × 100 nm) = 12.84 MV/m,

and at the top, where 100 nm is replaced by 200 nm, it is 6.42 MV/m. On the ground below the wire it is

2 × 0.4538 V / 141.42 nm = 6.42 MV/m.

The last two values agree, and this is a property of the chosen proportions. The field at the top is λd/[2πεa(h + a)] and the field on the ground is λ/(πεd). They are equal when d² = 2a(h + a). Since d² = (h − a)(h + a), this means h − a = 2a, or h = 3a, which is the case here. For other ratios the two fields differ.

The mean field across the gap is 0.8 V/100 nm = 8 MV/m. The largest field in the dielectric along this path is 1.6 times the mean. A judgement of the electrical stress on the dielectric from voltage and clearance alone would miss this factor.

### Stage 9: the limit of a distant wire

With u = h/a, the inverse hyperbolic cosine is ln[u + √(u² − 1)]. The square root is smaller than u, so acosh u < ln 2u, and

C′ > 2πε / ln(2h/a).

The right-hand side is the thin-wire formula of Stage 2. It always lies below the full result, and its error can be estimated. For large u the square root is about u − 1/(2u), so

acosh u ≈ ln[2u − 1/(2u)] = ln 2u + ln[1 − 1/(4u²)] ≈ ln 2u − 1/(4u²).

The correction falls with the square of the height. In terms of the dimensionless number C′/ε, the full formula gives 3.564 at h/a = 3 and the thin-wire formula 3.507, which is 1.6 percent lower. At h/a = 5 the shortfall is 0.4 percent. At h/a = 1.1 it is 44 percent, and the thin-wire formula is of no use there.

The thin-wire formula does better than the uneven surface potential of Stage 2 might suggest. That unevenness is of first order in a/h, whereas the correction to the logarithm is of second order. The potential from charges at ±h is too low at the bottom of the wire and too high at the top, and ln(2h/a) corresponds to a value between these extremes.

### Stage 10: the limit of a small gap

Let g = h − a be the clearance, so that h/a = 1 + g/a. Write v = acosh(h/a). The power series of the hyperbolic cosine has positive terms only, so cosh v > 1 + v²/2 for v > 0. This gives g/a > v²/2, or v < √(2g/a), and

C′ > 2πε / √(2g/a) = πε √(2a/g).

The bound becomes the leading behaviour when g ≪ a, because the omitted terms of the series are then small. Keeping the next term, v⁴/24, gives

g/a ≈ (v²/2)(1 + v²/12),

so that v ≈ √(2g/a) [1 − g/(12a)] to this order. The small-gap formula is therefore too low by a fraction of about g/(12a).

The same formula follows from a picture in which each narrow strip of the wire forms a plate capacitor with the ground beneath it. The lower surface of the wire is at height h − √(a² − x²), which is about g + x²/(2a) near the bottom. Adding the strips in parallel gives

∫ ε dx / [g + x²/(2a)] = πε √(2a/g), with x from −∞ to ∞.

The limits may be taken as infinite because the important values of x are of order √(2ag), which is much smaller than a when g ≪ a. The plate formula thus has a proper place in this problem, but with a separation that varies along the curved surface.

At h/a = 1.1 the full formula gives C′/ε = 14.17 and the small-gap formula 14.05, lower by 0.8 percent. This agrees with the estimate g/(12a) = 0.1/12. At h/a = 1.5 the small-gap formula is closer to the full result than the thin-wire formula, and at h/a = 2 the order is reversed. There the two are low by 7 and 5 percent, so the full formula is worth using in this middle range.

### Stage 11: a solution without images

The derivation rests on a particular guess for the field. An independent solution can be had by dividing the surfaces of the wire and of a wide strip of ground into flat panels, each with an unknown uniform charge density. The potential at the middle of every panel is the sum of the logarithmic potentials of all the panels. The unknown charges follow from three demands: each conductor has a single potential, the wire carries λ, and the ground carries −λ. No image charge enters.

This boundary-element solution has small errors of its own, because the wire becomes a polygon, the density is constant on each panel, and the ground ends at a distance of 300h on either side. The capacitance was tested against the formula at h/a = 1.2, 3 and 10, with an allowed relative difference of 0.2 percent. The largest difference found is about 0.01 percent, at h/a = 1.2.

For h/a = 3 further tests compared the potential at four points in the dielectric, the charge densities on the wire and on the nearby ground, and the share of charge on the upper half of the wire. All agree with the image solution within the tolerances allowed, which were 1 percent for the density on the wire and 2 percent for that on the ground. The values of the capacitance are listed in the numerical output.

### Stage 12: what lowers the capacitance, and where the formula ends

The permittivity enters as a factor. With ε_r = 4.0 in place of 2.5, the wire of the example has 126.24 pF/m, which is 4.0/2.5 = 1.6 times as much. Read in the other direction, this is the benefit of a dielectric of low permittivity: the charge for a given voltage falls in full proportion.

In the example the height is less effective. Doubling h to 300 nm at ε_r = 2.5 lowers C′ from 78.90 to 56.13 pF/m, a factor of 0.711 and not one half. For small changes the derivative of acosh u, which is 1/√(u² − 1) = a/d, gives

ΔC′/C′ ≈ −Δh / [d acosh(h/a)].

In the example, raising the wire by 1 percent, or 1.5 nm, lowers the capacitance by 1.5/(141.42 × 1.7627), which is 0.6 percent. For a wire close to the ground the comparison turns out differently. With a small gap g = h − a, d ≈ √(2ag) and acosh(h/a) ≈ √(2g/a), so that ΔC′/C′ ≈ −Δh/(2g). This linear form needs Δh much smaller than g. At h/a = 1.01 a rise of h by 1 percent doubles the gap, and the full formula gives a fall of 29 percent where the linear form gives 50. In either case a change of h by 1 percent changes C′ by much more than 1 percent, and the height is more effective than the permittivity. For small relative changes the two are equally effective near h/a = 1.8.

Shrinking the radius and the height by the same factor leaves C′ unchanged, since it depends on the geometry through h/a alone. A smaller copy of the same cross-section has the same capacitance per length. The fields at a given voltage do grow, in inverse proportion to the size.

The meaning of h deserves care when a drawing gives the clearance. If 150 nm were the clearance and not the height of the axis, then h would be 200 nm and h/a would be 4. With acosh 4 = 2.063 the capacitance would be 139.1/2.063 = 67.4 pF/m, where 139.1 pF/m is 2πε. This is 15 percent below the value for h = 150 nm.

The result holds under the conditions set out at the beginning, and each of them can fail in a real interconnect.

- If the dielectric consists of layers, the field must also satisfy conditions at their interfaces. The single pair of line charges does not do so in general, and no one value of ε can simply be inserted.
- If other wires are near, they carry charge too. The charge on one wire then depends on all the voltages, and a single capacitance to ground no longer describes the system.
- If the cross-section is rectangular, its outline is not one of the circles on which the potential of the pair is constant. The formula is then a model, with an error that this derivation does not supply.
- If the ground is a semiconductor substrate and not a metal plane, the field can enter it, and its surface need not be at a single potential. The formula then applies only as far as the substrate screens like a metal.
- If the wire is short, the field spreads at its ends. The line of the example is about 670 times as long as it is high above the ground, and the value of 7.89 fF leaves the ends out. A rough thin-wire estimate puts their contribution at about 0.2 percent, enough to raise the last digit shown.

Table of computed values

```
vacuum permittivity: 8.8542 pF/m
wire radius a: 50 nm
axis height h: 150 nm
relative permittivity: 2.5
permittivity eps: 22.135 pF/m
wire voltage: 0.8 V
line length: 100 um
image depth d: 141.42 nm
image charge offset from axis, h - d: 8.58 nm
(h + d)/a: 5.8284
acosh(h/a): 1.7627
capacitance per length: 78.90 pF/m
same, converted: 0.0789 fF/um
capacitance of the line: 7.890 fF
charge per length: 63.12 pC/m
charge on the line: 6.312 fC
field at wire bottom: 12.84 MV/m
field at wire top: 6.42 MV/m
field at ground below wire: 6.42 MV/m
charge share, upper half of wire: 0.3918
same share, boundary elements: 0.3918
charges wrongly at +h and -h, same charge per length:
  potential at wire bottom: 0.7304 V
  potential at wire top: 0.8831 V
C' with relative permittivity 4.0: 126.24 pF/m
C' with h = 300 nm, permittivity 2.5: 56.13 pF/m
C' ratio on doubling h: 0.7114
C'/eps (no unit): h/a, boundary elements, formula
    1.2   10.0945   10.0957
    3.0    3.5643    3.5644
   10.0    2.0991    2.0991
C'/eps (no unit): h/a, formula, thin wire, small gap
   1.01   44.4658    8.9364   44.4288
   1.10   14.1651    7.9690   14.0496
   1.50    6.5285    5.7192    6.2832
   2.00    4.7710    4.5324    4.4429
   3.00    3.5644    3.5067    3.1416
   5.00    2.7408    2.7288    2.2214
  10.00    2.0991    2.0974    1.4810
```
